**Poisson Franck-Condon factors of two displaced harmonic oscillators**

For two harmonic potentials of equal mass $m$ and frequency $\omega$, the Franck-Condon factors from the vibrational ground state are $P_n=e^{-S}S^n/n!$. In atomic units $S=m\omega d^2/2=g^2/(2m\omega^3)=\lambda/\omega$, where $d$ is the displacement, $g$ the slope of the upper potential at the lower minimum and $\lambda$ the reorganization energy. The program diagonalizes both Hamiltonians on a grid and asserts that the squared overlaps follow this law for $n=0$ to 12, in absorption and in emission. It also asserts the recursion of the amplitudes, the mean energies and the width of the absorption spectrum. In the example all three forms give $S=1.44$, equal to the mean number of quanta found on the grid. A second displacement with $S=4$ shows two equally strong lines, $n=3$ and $n=4$. The index $P_1^2/(P_0P_2)$ is 2 for the Poisson law, but 2.35 when the upper frequency is lowered by a fifth and 0.115 for a start in the first excited vibrational level.

## Verification by program

```python
"""
Result under test: for two harmonic potentials of equal mass and frequency,
displaced by d, the Franck-Condon factors from the vibrational ground state are
    P_n = exp(-S) S^n / n!,
    S = m w d^2 / 2 = g^2 / (2 m w^3) = lam / w      (atomic units, hbar = 1).
m: mass, w: angular frequency, d: displacement of the upper minimum,
g: slope of the upper potential at the lower minimum,
lam: reorganization energy, the drop from there to the upper minimum.
The reference side diagonalizes both Hamiltonians on a grid and takes overlaps;
it uses neither ladder operators nor the Poisson formula.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_CM = physical_constants["hartree-inverse meter relationship"][0] / 100

mass = 12000.0
freq = 0.006
shift = 0.2
gap = 0.15

grid = np.linspace(-1.4, 1.8, 321)
step = grid[1] - grid[0]


def potential(x, frequency, minimum, offset):
    return offset + 0.5 * mass * frequency**2 * (x - minimum) ** 2


def solve(frequency, minimum, offset):
    """Energies and states (columns) in a sinc basis on the grid.
    Phase: each low state is positive in its outermost right-hand lobe."""
    index = np.arange(grid.size)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, math.pi**2 / 6, sign / safe**2)
    kinetic = kinetic / (mass * step**2)
    energies, states = np.linalg.eigh(
        kinetic + np.diag(potential(grid, frequency, minimum, offset)))
    for j in range(20):
        column = states[:, j]
        last = np.nonzero(np.abs(column) > 1e-3 * np.abs(column).max())[0][-1]
        if column[last] < 0:
            states[:, j] = -column
    return energies, states


def poisson(n, s):
    return math.exp(-s) * s**n / math.factorial(n)


def poisson_index(p):
    """Equals 2 for every Poisson distribution with nonzero mean."""
    return p[1] ** 2 / (p[0] * p[2])


# Symbolic test: lower ground state is an eigenstate of the upper lowering operator
x, d, m, w = sp.symbols("x d m w", positive=True)
psi = sp.exp(-m * w * x**2 / 2)
lowered = sp.sqrt(m * w / 2) * ((x - d) * psi + sp.diff(psi, x) / (m * w))
assert sp.simplify(lowered / psi + d * sp.sqrt(m * w / 2)) == 0

# Three routes to S, the last two from the potential curve itself
alpha = shift * math.sqrt(mass * freq / 2)
s_displacement = mass * freq * shift**2 / 2


def upper(position):
    return potential(position, freq, shift, gap)


h = 1e-3
slope = (upper(h) - upper(-h)) / (2 * h)
bottom = minimize_scalar(upper, bounds=(-1, 1), method="bounded",
                         options={"xatol": 1e-9})
reorg = upper(0.0) - bottom.fun
s_gradient = slope**2 / (2 * mass * freq**3)
s_reorg = reorg / freq

# Reference: diagonalization and overlaps
e_low, v_low = solve(freq, 0.0, 0.0)
e_up, v_up = solve(freq, shift, gap)
amplitude = v_up.T @ v_low[:, 0]
prob = amplitude**2
mean_quanta = float(np.arange(prob.size) @ prob)
for s_value in (s_displacement, s_gradient, s_reorg):
    assert abs(s_value - mean_quanta) < 1e-7
assert abs(amplitude[0] - math.exp(-s_displacement / 2)) < 1e-9
for n in range(13):
    assert abs(prob[n] - poisson(n, s_displacement)) < 1e-9
    assert abs(math.sqrt(n + 1) * amplitude[n + 1] + alpha * amplitude[n]) < 1e-8

# Mean energy and width of absorption
line = e_up - e_low[0]
mean_abs = float(prob @ line)
width = math.sqrt(float(prob @ (line - mean_abs) ** 2))
spread = math.sqrt(float(v_low[:, 0] ** 2 @ grid**2))
assert abs(line[0] - gap) < 1e-10
assert abs(mean_abs - upper(0.0)) < 1e-9
assert abs(mean_abs - (gap + reorg)) < 1e-9
assert abs(spread - 1 / math.sqrt(2 * mass * freq)) < 1e-9
assert abs(width - abs(slope) * spread) < 1e-8
assert abs(width - freq * math.sqrt(s_displacement)) < 1e-8

# Emission from the ground level of the upper potential
prob_em = (v_low.T @ v_up[:, 0]) ** 2
mean_em = float(prob_em @ (e_up[0] - e_low))
for n in range(13):
    assert abs(prob_em[n] - poisson(n, s_displacement)) < 1e-9
assert abs(mean_em - (gap - reorg)) < 1e-9
assert abs(mean_abs - mean_em - 2 * reorg) < 1e-9

# Integer S: two equal strongest lines
s_integer = 4
shift_integer = math.sqrt(2 * s_integer / (mass * freq))
_, v_int = solve(freq, shift_integer, gap)
prob_int = (v_int.T @ v_low[:, 0]) ** 2
assert abs(prob_int[3] - prob_int[4]) < 1e-9
assert set(np.argsort(prob_int)[-2:]) == {3, 4}
assert int(np.argmax(prob)) == math.floor(s_displacement)
for n in range(13):
    assert abs(prob_int[n] - poisson(n, s_integer)) < 1e-9

# Counterexamples: unequal curvature, and a start in v = 1
freq_soft = 0.8 * freq
_, v_soft = solve(freq_soft, shift, gap)
prob_soft = (v_soft.T @ v_low[:, 0]) ** 2
reorg_soft = (potential(0.0, freq_soft, shift, gap)
              - potential(shift, freq_soft, shift, gap))
reorg_lower = potential(shift, freq, 0.0, 0.0) - potential(0.0, freq, 0.0, 0.0)
prob_hot = (v_up.T @ v_low[:, 1]) ** 2
assert abs(poisson_index(prob) - 2) < 1e-7
assert abs(poisson_index(prob_soft) - 2) > 0.1
assert abs(poisson_index(prob_hot) - 2) > 0.1
assert abs(reorg_soft / freq_soft - reorg_lower / freq) > 0.1

print(f"mass m = {mass:.0f} electron masses")
print(f"frequency w = {freq:.4f} hartree = {freq * HARTREE_CM:.1f} cm^-1")
print(f"displacement d = {shift:.3f} bohr")
print(f"energy between minima G = {gap:.5f} hartree")
print(f"alpha = {alpha:.4f} (dimensionless)")
print(f"slope g at lower minimum = {slope:.5f} hartree/bohr")
print(f"reorganization energy = {reorg:.5f} hartree = {reorg * HARTREE_EV:.4f} eV")
print(f"S from displacement = {s_displacement:.6f}")
print(f"S from gradient = {s_gradient:.6f}")
print(f"S from reorganization energy = {s_reorg:.6f}")
print(f"mean number of quanta, grid = {mean_quanta:.6f}")
print("n, line energy (hartree), amplitude (grid), P_n (grid), P_n (Poisson)")
for n in range(7):
    print(f"{n}  {line[n]:.5f}  {amplitude[n]:+.5f}  {prob[n]:.5f}  "
          f"{poisson(n, s_displacement):.5f}")
print(f"sum of P_n for n = 0 to 6, grid = {prob[:7].sum():.5f}")
print(f"vertical gap at x = 0 = {upper(0.0):.5f} hartree")
print(f"mean absorption energy, grid = {mean_abs:.5f} hartree")
print(f"mean emission energy, grid = {mean_em:.5f} hartree")
print(f"difference of the two means = {mean_abs - mean_em:.5f} hartree")
print(f"position spread of initial state = {spread:.5f} bohr")
print(f"standard deviation of absorption, grid = {width:.5f} hartree")
print(f"displacement for S = {s_integer}: {shift_integer:.5f} bohr")
for n in range(2, 6):
    print(f"S = {s_integer}: P_{n} (grid) = {prob_int[n]:.5f}")
print(f"index P1^2/(P0 P2), equal curvature = {poisson_index(prob):.4f}")
print(f"index, upper frequency {freq_soft:.4f} hartree = "
      f"{poisson_index(prob_soft):.4f}")
print(f"index, start in v = 1 = {poisson_index(prob_hot):.4f}")
print(f"unequal curvature: upper reorg. energy / upper frequency = "
      f"{reorg_soft / freq_soft:.4f}")
print(f"unequal curvature: lower reorg. energy / lower frequency = "
      f"{reorg_lower / freq:.4f}")
print("every check passed")
```

Output:

```
mass m = 12000 electron masses
frequency w = 0.0060 hartree = 1316.8 cm^-1
displacement d = 0.200 bohr
energy between minima G = 0.15000 hartree
alpha = 1.2000 (dimensionless)
slope g at lower minimum = -0.08640 hartree/bohr
reorganization energy = 0.00864 hartree = 0.2351 eV
S from displacement = 1.440000
S from gradient = 1.440000
S from reorganization energy = 1.440000
mean number of quanta, grid = 1.440000
n, line energy (hartree), amplitude (grid), P_n (grid), P_n (Poisson)
0  0.15000  +0.48675  0.23693  0.23693
1  0.15600  -0.58410  0.34118  0.34118
2  0.16200  +0.49563  0.24565  0.24565
3  0.16800  -0.34338  0.11791  0.11791
4  0.17400  +0.20603  0.04245  0.04245
5  0.18000  -0.11057  0.01222  0.01222
6  0.18600  +0.05417  0.00293  0.00293
sum of P_n for n = 0 to 6, grid = 0.99927
vertical gap at x = 0 = 0.15864 hartree
mean absorption energy, grid = 0.15864 hartree
mean emission energy, grid = 0.14136 hartree
difference of the two means = 0.01728 hartree
position spread of initial state = 0.08333 bohr
standard deviation of absorption, grid = 0.00720 hartree
displacement for S = 4: 0.33333 bohr
S = 4: P_2 (grid) = 0.14653
S = 4: P_3 (grid) = 0.19537
S = 4: P_4 (grid) = 0.19537
S = 4: P_5 (grid) = 0.15629
index P1^2/(P0 P2), equal curvature = 2.0000
index, upper frequency 0.0048 hartree = 2.3533
index, start in v = 1 = 0.1153
unequal curvature: upper reorg. energy / upper frequency = 1.1520
unequal curvature: lower reorg. energy / lower frequency = 1.4400
every check passed
```
